\section*{Separating Steady Conduction from Absorption with an Aligned Discharge Current}

\section{One relaxing polarization}

Take an insulating film between two electrodes and apply a constant voltage $V$ at time zero. Let the film contain one slow polarization, whose charge $p$ on the electrodes approaches an equilibrium value $p_{\rm e}$, proportional to $V$, with relaxation time $\tau$:
\begin{equation}
\frac{dp}{dt}=\frac{p_{\rm e}-p}{\tau},\qquad p(0)=0 .
\end{equation}
The solution is $p=p_{\rm e}(1-e^{-t/\tau})$. Its derivative is a current in the external circuit, $I_{\rm a}e^{-t/\tau}$ with $I_{\rm a}=p_{\rm e}/\tau$. Let a steady conduction current $I_{\rm s}$ flow as well. Once the brief capacitive spike has passed, the meter reads
\begin{equation}
i_{\rm c}(t)=I_{\rm s}+I_{\rm a}e^{-t/\tau}.
\end{equation}

At time $t_{\rm c}$ replace the source by a short circuit and restart the clock, so that $t$ now counts from the short. The equilibrium charge is zero, and $p$ decays from the value it had reached:
\begin{equation}
p(t)=p_{\rm e}\left(1-e^{-t_{\rm c}/\tau}\right)e^{-t/\tau}.
\end{equation}
There is no voltage to drive conduction. The current is therefore $dp/dt$ alone:
\begin{equation}
i_{\rm d}(t)=-I_{\rm a}\left(1-e^{-t_{\rm c}/\tau}\right)e^{-t/\tau}.
\end{equation}
It is negative because the charge flows back. Adding this signed current to $i_{\rm c}$ is the same as subtracting its magnitude:
\begin{equation}
i_{\rm c}(t)+i_{\rm d}(t)=I_{\rm s}+I_{\rm a}e^{-(t+t_{\rm c})/\tau}.
\label{eq:single}
\end{equation}

This case shows why the method works. Polarization is stored and gives its charge back, whereas conduction carries charge through the film and gives nothing back. The discharge is thus a copy of the absorption current without the conduction. The copy is incomplete if the polarization was not full when the short was applied, and the last term of (\ref{eq:single}) is the missing part.

\section{General linear absorption}

Real films relax with many time constants. Let $\varphi(t)$ be the absorption current per volt at time $t$ after a voltage step. Four assumptions are needed:
\begin{itemize}
\item absorption is linear in the voltage;
\item its law does not change between the two runs;
\item the film starts with no remembered polarization;
\item conduction is steady at $V$ and zero at short circuit.
\end{itemize}
Conduction need not obey Ohm's law, since it is used at only two voltages, $V$ and zero. I also take $\varphi(t)\to0$ at long times; otherwise part of the absorption could not be told from conduction.

During charging,
\begin{equation}
i_{\rm c}(t)=I_{\rm s}+V\varphi(t).
\label{eq:charge}
\end{equation}
The short circuit amounts to a second step, $-V$, applied at $t_{\rm c}$ on top of the first. At time $t$ after the short, the first step is $t+t_{\rm c}$ old and the second is $t$ old. Linearity lets their responses be added:
\begin{equation}
i_{\rm d}(t)=V\varphi(t+t_{\rm c})-V\varphi(t).
\label{eq:discharge}
\end{equation}
Now add (\ref{eq:charge}) and (\ref{eq:discharge}) at equal times after their own switching. The terms $\pm V\varphi(t)$ cancel:
\begin{equation}
i_{\rm c}(t)+i_{\rm d}(t)=I_{\rm s}+V\varphi(t+t_{\rm c})=i_{\rm c}(t+t_{\rm c}).
\label{eq:identity}
\end{equation}
The second equality is (\ref{eq:charge}) at the later time $t+t_{\rm c}$.

Under the stated assumptions, then, the aligned sum is the charging current that would have been read had the voltage stayed on until $t+t_{\rm c}$. The separation is complete only in the limit $t_{\rm c}\to\infty$. For finite $t_{\rm c}$ the error is
\begin{equation}
\Delta(t)=V\varphi(t+t_{\rm c}),
\label{eq:error}
\end{equation}
which is positive when $\varphi$ is positive, so that conduction is overestimated.

The third assumption can be weighed in the same way. If an earlier treatment left a current $r(s)$ still flowing at time $s$ after the voltage was applied, it adds $r(t)$ to the charging reading and $r(t+t_{\rm c})$ to the discharge reading. The sum gains both, and neither cancels. A film should therefore be shorted until its current is negligible before the voltage is applied.

\section{The size of the missing part}

For many disordered insulators a power law is a useful description over a limited range of times:
\begin{equation}
V\varphi(t)=I_1\left(\frac{t}{t_1}\right)^{-n},\qquad t_1=1~\mathrm{s},\quad 0<n<1 .
\end{equation}
Here $I_1$ is the absorption current at one second. The charge obtained by integrating this law grows as $t^{1-n}$ without limit, so the law must steepen eventually. It is used here only over the times of the experiment.

The fraction of the absorption current that survives the subtraction is
\begin{equation}
\eta=\frac{\varphi(t+t_{\rm c})}{\varphi(t)}
=\left(\frac{t+t_{\rm c}}{t}\right)^{-n}
=\left(1+\frac{t_{\rm c}}{t}\right)^{-n}.
\label{eq:eta}
\end{equation}
Two limits show its meaning. For $t\ll t_{\rm c}$ it becomes $(t/t_{\rm c})^n$, which is small: most of the absorption is removed. For $t\gg t_{\rm c}$ it tends to one. The discharge is nearly absent, because a short charging pulse has filled few of the slow processes, and subtraction removes almost nothing. A single run cannot reach this second limit, since $i_{\rm c}$ is read only up to $t_{\rm c}$; the charging current would have to come from a separate, longer charge. Within one run $\eta$ is at most $2^{-n}$, its value at $t=t_{\rm c}$.

A small $\eta$ does not by itself mean a small error in $I_{\rm s}$, since the absorption current may be far larger than the conduction. Require $\Delta=\epsilon I_{\rm s}$, where $\epsilon$ is the error relative to the true conduction current:
\begin{align}
I_1\left(\frac{t+t_{\rm c}}{t_1}\right)^{-n}&=\epsilon I_{\rm s},\\
\frac{t+t_{\rm c}}{t_1}&=\left(\frac{I_1}{\epsilon I_{\rm s}}\right)^{1/n},\\
t_{\rm c}&=t_1\left(\frac{I_1}{\epsilon I_{\rm s}}\right)^{1/n}-t .
\label{eq:needed}
\end{align}
The second line follows on dividing by $I_1$ and raising both sides to the power $-1/n$. If the result is smaller than $t$, the film must still be charged for at least the time $t$, so that $i_{\rm c}(t)$ can be read; the error is then smaller than required.

For the single relaxation time the same requirement reads $V\varphi(t)e^{-t_{\rm c}/\tau}=\epsilon I_{\rm s}$, or
\begin{equation}
t_{\rm c}=\tau\ln\frac{V\varphi(t)}{\epsilon I_{\rm s}} .
\label{eq:neededone}
\end{equation}
Halving $\epsilon$ adds $\tau\ln2$ to this time. In the power law it multiplies the total time $t+t_{\rm c}$ by $2^{1/n}$, which is 2.4 for $n=0.8$. Slow processes make accuracy expensive.

\section{A film charged for one hour}

Consider a film 25~$\mu$m thick and 10~cm$^2$ in area, with relative permittivity 3.2, at 100~V and 298~K. Its conductivity is $10^{-18}$~S/cm, which gives $I_{\rm s}=0.400$~pA. The absorption has $n=0.8$ and $I_1=226.7$~pA, and charging lasts $t_{\rm c}=3600$~s. These values are chosen for illustration; they do not describe a measured specimen or a particular polymer.

The currents below were obtained by following a large set of relaxing polarizations, each obeying the equation of the first section, through charging and discharging. Their rates are spread so that together they give the power law. All currents are in pA.
\begin{center}
\begin{tabular}{rrrrr}
$t$ (s) & $i_{\rm c}$ & $i_{\rm d}$ & sum & $V\varphi(t+t_{\rm c})$\\
60 & 8.968 & $-8.248$ & 0.720 & 0.320\\
600 & 1.758 & $-1.072$ & 0.686 & 0.286\\
3600 & 0.724 & $-0.138$ & 0.586 & 0.186
\end{tabular}
\end{center}
In each row the sum exceeds 0.400~pA by the last column, as (\ref{eq:error}) requires.

Take the reading at 600~s. The raw charging current contains $1.758-0.400=1.358$~pA of absorption, an error of 340\% relative to $I_{\rm s}$. Equation (\ref{eq:eta}) gives $\eta=(1+6)^{-0.8}=0.211$, so subtraction leaves $0.211\times1.358=0.286$~pA. Four fifths of the absorption has gone, yet the result is still 72\% too high. Using the last possible pair of equal times, $t=t_{\rm c}=3600$~s, lowers the error to 46.5\%.

For a 5\% error at $t=600$~s, $\epsilon I_{\rm s}=0.020$~pA, and (\ref{eq:needed}) gives
\begin{equation}
t_{\rm c}=\left(\frac{226.7}{0.020}\right)^{1.25}\mathrm{s}-600~\mathrm{s}
\approx1.16\times10^5~\mathrm{s}\approx32~\mathrm{h}.
\end{equation}
A simulated run with this charging time did leave an error of 5\%.

Compare a film with a single $\tau=1800$~s, keeping the conduction and the absorption current at 600~s unchanged. After one hour of charging the surviving fraction is $e^{-2}=0.135$, not very different from 0.211. The charging time for a 5\% error, however, is $1800\ln(1.358/0.020)\approx7600$~s, about two hours. The partial success of a one-hour run does not reveal how much longer one must wait; the shape of the tail decides that.

\section{A flat sum can still be wrong}

A natural test is to see whether the sum is independent of $t$. Between 60 and 600~s it falls from 0.720 to 0.686~pA, by 4.6\%, while its error stays above 70\%. The reason lies in the argument of $\varphi(t+t_{\rm c})$. As $t$ grows tenfold, $t+t_{\rm c}$ only moves from 3660 to 4200~s. The missing absorption is nearly constant and so resembles conduction.

Even over the whole interval $0<t\le t_{\rm c}$ the argument no more than doubles. In the power law the tail then keeps at least $2^{-n}=0.57$ of its initial value. A better test is to change $t_{\rm c}$ itself by a large factor, at fixed $t$, and see whether the sum moves. This can expose a tail that changes over the range of charging times used, but not one that is slower still.

\section{What alignment contributes}

Alignment means that each current is timed from its own switching. Suppose the discharge is read late by $\delta$. Replacing $t$ by $t+\delta$ in (\ref{eq:discharge}) and adding (\ref{eq:charge}) gives
\begin{equation}
i_{\rm c}(t)+i_{\rm d}(t+\delta)=I_{\rm s}+V\varphi(t+\delta+t_{\rm c})
+V\left[\varphi(t)-\varphi(t+\delta)\right].
\end{equation}
The bracket is a new error, the difference of two large currents that should have cancelled. For $\delta\ll t$ a first-order expansion gives
\begin{equation}
V[\varphi(t)-\varphi(t+\delta)]\approx-V\delta\,\varphi'(t)=\frac{n\delta}{t}\,V\varphi(t),
\end{equation}
where the last step uses $\varphi'=-n\varphi/t$ for the power law.

With $\delta=10$~s at $t=600$~s this is $0.8\times(10/600)\times1.358=0.018$~pA, a few per cent of $I_{\rm s}$. The simulated sum rises from 0.686 to 0.704~pA. At $t=60$~s the same delay lifts the sum from 0.720 to 1.713~pA, and the added error is more than twice the conduction current. Early readings need accurate timing because the absorption is then both large and steep. For a decreasing $\varphi$, a late discharge reading raises the bracket above zero, and an early one makes it negative.

\section{What the discharge record adds}

Equation (\ref{eq:identity}) raises an objection. The sum at $t$ is available at total time $t+t_{\rm c}$, and so is the plain charging current $i_{\rm c}(t+t_{\rm c})$ if the source is left connected. The two are equal. Subtraction has not shortened the experiment.

Nor does a longer discharge record, if it is merely added. At the times $t+kt_{\rm c}$,
\begin{equation}
i_{\rm d}(t+kt_{\rm c})=V\varphi\bigl(t+(k+1)t_{\rm c}\bigr)-V\varphi(t+kt_{\rm c}).
\end{equation}
Summing from $k=0$ to $N$, each positive term cancels the negative term of the next $k$. The first negative and the last positive term remain:
\begin{equation}
i_{\rm c}(t)+\sum_{k=0}^{N}i_{\rm d}(t+kt_{\rm c})
=I_{\rm s}+V\varphi\bigl(t+(N+1)t_{\rm c}\bigr).
\end{equation}
The remaining error is the absorption current at the total elapsed time. With $t=600$~s and $N=3$, that time is 15\,000~s; the sum is 0.503~pA, still 26\% too high.

What the discharge does offer is a record with no conduction in it. Its shape can be fitted without knowing $I_{\rm s}$, so an assumed law is tested with one unknown fewer, and the fitted law then predicts the tail. For the power law the ratio of two discharge readings fixes $n$, because $I_1$ drops out:
\begin{equation}
\frac{i_{\rm d}(60~\mathrm{s})}{i_{\rm d}(3600~\mathrm{s})}
=\frac{60^{-n}-3660^{-n}}{3600^{-n}-7200^{-n}} .
\end{equation}
The simulated, noise-free readings give $n=0.800$, and either reading then gives $I_1=226.7$~pA. The predicted tail at 4200~s is 0.286~pA, and $0.686-0.286=0.400$~pA recovers the conduction from a one-hour charge. The discharge is not indispensable for this: once the power law is assumed, fitting $I_{\rm s}+I_1(t/t_1)^{-n}$ to the three charging readings at 60, 600 and 3600~s also gives 0.400~pA.

This success rests on the assumed law. Add a slow process with initial current 0.1~pA and relaxation time $10^5$~s. At $t=600$~s it contributes
\begin{equation}
0.1\,e^{-0.042}=0.096~\mathrm{pA}
\end{equation}
to the sum, but to the discharge only
\begin{equation}
0.1\left(e^{-0.006}-e^{-0.042}\right)=0.0035~\mathrm{pA}
\end{equation}
in magnitude. The process has hardly begun to fill in one hour, so it has little to return. The same fit now yields a conduction current of 0.487~pA, 22\% too high; the fit to the three charging readings gives 0.495~pA. Absorption much slower than $t_{\rm c}$ passes for conduction, and a discharge record no longer than the charge gives little warning. Here a record ten times longer would show the slow process, but only in currents of a few femtoamperes.

\section{When the two runs differ}

Cancellation also needs the same relaxation law in both runs. Let every rate be $a$ times larger during charging, as in a warmer film, with the equilibrium polarization unchanged. A process with rate $k=1/\tau$ and initial current $I_k$ at the normal temperature then gives $aI_ke^{-akt}$ while charging. By $t_{\rm c}$ it has filled to the fraction $1-e^{-akt_{\rm c}}$. It discharges at rate $k$ with current $-I_k(1-e^{-akt_{\rm c}})e^{-kt}$. Summing over processes, with $\sum I_ke^{-kt}=V\varphi(t)$, gives
\begin{equation}
i_{\rm c}+i_{\rm d}=I_{\rm s}+V\left[a\varphi(at)-\varphi(t)\right]+V\varphi(t+at_{\rm c}).
\end{equation}
For the power law $a\varphi(at)=a^{1-n}\varphi(t)$, so the bracket is $(a^{1-n}-1)\varphi(t)$.

If the rates have an activation energy of 1~eV, charging 1~K warmer makes $a=1.139$. At $t=600$~s the bracket adds $(1.139^{0.2}-1)\times1.358=0.036$~pA, while fuller charging lowers the tail by 0.025~pA. The net change is 0.011~pA, about 3\% of $I_{\rm s}$. Here $I_{\rm s}$ was held fixed. If conduction has the same activation energy, it rises by 14\%, or 0.056~pA, which is the larger effect.

\section{Weighing the contributions in this film}

At $t=600$~s after one hour of charging, the missing tail of 0.286~pA outweighs the other errors estimated for this film:
\begin{itemize}
\item A capacitance that drifts by $3\times10^{-4}$ per kelvin, at 1~K per hour, gives a current $V\,dC/dt=0.009$~pA while the voltage is on.
\item A meter offset of 0.005~pA has the same sign in both readings. It enters the sum twice, as 0.010~pA. If the tail is then fitted to the two discharge readings, the same offset also distorts $n$, and the inferred conduction shifts by 0.024~pA, or 6\%; the fit to the charging readings alone shifts by 0.005~pA.
\item The field is 0.04~MV/cm, about 1\% of a rough breakdown field of 3~MV/cm. For charges hopping 1~nm over a symmetric barrier between two sites of equal energy it changes the relaxation rate by 0.3\%; with Miller--Abrahams tunnelling rates the change is about $-7\%$. Between unequal sites the rate can change by several per cent, but some rates rise and others fall, and in a disordered film the changes nearly cancel in the total current. With site energies spread by $k_{\rm B}T$ or more, either rate law shifts the sum by at most about 0.001~pA at 600~s and 0.01~pA at 60~s, even with a Lorentz local field. For hops of this length such nonlinear absorption is negligible at 600~s; longer hops would give a larger effect.
\end{itemize}
The field may still act strongly on conduction. If carriers escape from charged traps by the Poole--Frenkel mechanism, the one-dimensional estimate of the enhancement is a factor of 27 with the static permittivity. Averaging over escape directions reduces it to about 6, and Onsager's dissociation formula gives about 3. Each is larger with the smaller high-frequency permittivity normally used for this mechanism. The separation survives, because $I_{\rm s}$ is simply the conduction at 100~V, but that current must not be converted into a low-field conductivity.

The cancellation also assumes that no injected charge returns during the short circuit, and a real polymer film may violate this. By the free-electron Richardson law, thermionic emission over a contact barrier of about 1.25~eV would match the steady current. In a polymer of low mobility most emitted carriers return to the contact, so the barrier that gives this current is lower. Tunnelling through a barrier of 1.25~eV is negligible, with an exponent near $-2400$. If a contact supplies carriers freely and there are no traps, the steady space-charge-limited current equals $I_{\rm s}$ at a mobility of $2\times10^{-13}$~cm$^2$/Vs. That state is not reached in this run, since the transit time is of order $3\times10^5$~s. During the hour the injected current is about 0.18~pA, and much of it flows back after the short, so the sum gains about 0.05~pA at 600~s and 0.14~pA at 3600~s. At a tenth of that mobility the gain at 600~s is 0.005~pA. Only well below that mobility can injection from such a contact be neglected.

Injected charge can also last. The dielectric relaxation time, permittivity over conductivity, is 79~h with the conductivity at 100~V, far longer than the charging time, and it is longer still if the film conducts less well at low field. A film holding such charge after the short is an electret, and its later current need not follow (\ref{eq:discharge}). Little charge is needed to do harm. A return current of 0.04~pA shifts the inferred conduction by 10\%. In one hour it carries 0.14~nC, about 0.1\% of the 113~nC on the plates at 100~V. The sign of the shift depends on which way the charge moves.

For a film that meets the assumptions of linear absorption, the charging time should be chosen from the size of $V\varphi(t+t_{\rm c})$ relative to $I_{\rm s}$, not from the flatness of the sum. The numerical output lists the main values used here.

\section*{Computed results}
\begin{verbatim}
Film thickness: 25 um; area: 10 cm2
Relative permittivity: 3.2; temperature: 298.15 K
Conductivity: 1.0e-18 S/cm; voltage: 100 V
Field: 0.040 MV/cm; capacitance: 1.133 nF
Absorption strength: 0.002 1/s; exponent n: 0.8
Absorption current at 1 s, I1: 226.7 pA
Steady conduction current: 0.400 pA
Charging time: 3600 s
t=60 s: charging 8.9678, discharge -8.2482 pA
  aligned sum 0.7196 pA; tail 0.3196 pA
  error: raw 2141.9 %, sum 79.9 %
t=600 s: charging 1.7579, discharge -1.0716 pA
  aligned sum 0.6863 pA; tail 0.2863 pA
  error: raw 339.5 %, sum 71.6 %
t=3600 s: charging 0.7239, discharge -0.1378 pA
  aligned sum 0.5860 pA; tail 0.1860 pA
  error: raw 81.0 %, sum 46.5 %
Uncancelled absorption fraction at 600 s: 0.2108
Fall of aligned sum from 60 to 600 s: 4.6 %
Charging time for 5 % error at 600 s: 1.163e+05 s = 32.3 h
Single tau 1800 s: uncancelled fraction 0.1353
Single tau: charging time for 5 % error 7592 s
Discharge read 10 s late, t=60 s: sum 1.7129 pA, error 328.2 %
Discharge read 10 s late, t=600 s: sum 0.7036 pA, error 75.9 %
Sum with 3 later discharge readings: 0.5034 pA
  error 25.8 %; total time 15000 s
Fit to discharge: n 0.8000, I1 226.7 pA
Conduction after removing fitted tail: 0.4000 pA
Hidden slow process: 0.1 pA, tau 1e+05 s
  adds to sum 0.0959 pA, to discharge 0.0035 pA
  fitted conduction then 0.4865 pA
Charging 1 K warmer, activation 1.0 eV: rates x 1.139
  change of aligned sum at 600 s: 0.0112 pA
Capacitance drift (3e-4 per K, 1 K/h): 0.0094 pA
Meter offset 0.005 pA enters twice: 0.010 pA
Hopping-rate change by field (1 nm hop): 0.30 %
Poole-Frenkel factor, if it applies: 27.2
Field over rough breakdown field 3.0 MV/cm: 0.0133
Barrier where thermionic equals steady current: 1.25 eV
Tunnelling exponent at that barrier: 2389
Mobility where space-charge-limited current equals steady: 2.0e-13 cm2/Vs
Dielectric relaxation time: 2.83e+05 s = 79 h
\end{verbatim}
